# Normal Stiffness of a Cubic (001) Superlattice at Fixed In-Plane Strain

## Two layers under one pressure

Take a superlattice with 3 nm of silicon and 2 nm of germanium in each period, and press on it with 100 MPa while its in-plane dimensions are held. Linear elasticity with rough room-temperature constants gives a normal strain of −602 microstrain in the silicon and −775 microstrain in the germanium. The period as a whole strains by −671.5 microstrain, so its stiffness is 148.9 GPa. The thickness-weighted average of the two layer stiffnesses is larger, 151.2 GPa. Why does the stack respond more softly than this average?

The layers carry the same normal stress, so their compliances add, as for springs in series. These notes derive the rule, find how slowly a load must vary for it to hold, and examine what the 4% lattice mismatch between silicon and germanium does to it.

## Setting and conventions

The axis \(z\) is the growth direction, parallel to [001] in every layer; \(x\) and \(y\) are the in-plane cube axes. Layer \(i\) has stress-free thickness \(d_i\). The period is \(D=\sum_i d_i\), and \(f_i=d_i/D\). Tensile stress and extension are positive. The elastic constants \(c_{11,i}\), \(c_{12,i}\), \(c_{44,i}\) are all isothermal or all adiabatic, and stability makes \(c_{11,i}\) and \(c_{44,i}\) positive.

The layers are continua, perfectly bonded, with no elasticity of the interfaces themselves. The load is uniform in the plane. The symbol \(\delta\) denotes a change caused by the load, and the stiffness sought is

\[
C_{33}=\left.\frac{\delta\sigma_z}{\delta\bar\varepsilon_z}\right|_{\delta\varepsilon_x=\delta\varepsilon_y=0},\qquad
\delta\bar\varepsilon_z=\sum_i f_i\,\delta\varepsilon_{z,i}.
\]

The bar is an average over thickness, because the measured normal strain is the change of total thickness divided by total thickness.

## The series rule

Bonding gives all layers the same in-plane strain change. Equilibrium without body force requires \(d\sigma_z/dz=0\), so all layers also carry the same normal stress. In a cubic layer with this orientation,

\[
\delta\sigma_z=c_{11,i}\,\delta\varepsilon_{z,i}+c_{12,i}(\delta\varepsilon_x+\delta\varepsilon_y).
\]

There is no shear term. A shear stress \(\tau\) would also be common to all layers and would produce the mean shear \(\tau\sum_i f_i/c_{44,i}\). With no mean shear imposed, \(\tau=0\).

Misfit adds a constant stress to each layer in linear elasticity. A constant disappears from the change \(\delta\sigma_z\), so misfit does not alter \(C_{33}\) at this level.

At fixed in-plane strain the last bracket vanishes and \(\delta\varepsilon_{z,i}=\delta\sigma_z/c_{11,i}\). Averaging over thickness,

\[
\delta\bar\varepsilon_z=\delta\sigma_z\sum_i\frac{f_i}{c_{11,i}},
\qquad\text{hence}\qquad
\boxed{\frac1{C_{33}}=\sum_i\frac{f_i}{c_{11,i}}}.
\]

This is the thickness-weighted harmonic mean, for any number of layers. The strain is shared according to \(\delta\varepsilon_{z,i}/\delta\bar\varepsilon_z=C_{33}/c_{11,i}\): the softer layer strains more.

The lateral stress in a layer is \(\delta\sigma_{x,i}=c_{12,i}\,\delta\varepsilon_{z,i}\). Its average defines

\[
C_{13}=\frac{\delta\bar\sigma_x}{\delta\bar\varepsilon_z}=C_{33}R,\qquad
R=\sum_i f_i\frac{c_{12,i}}{c_{11,i}}.
\]

## Why the arithmetic mean is too high

The arithmetic mean would follow if every layer had the same normal strain. The stresses would then differ between layers, and the interfaces would not be in equilibrium. Energy shows the direction of the error. For any layer strains \(e_i\) with average \(\bar e\), the Cauchy–Schwarz inequality gives

\[
\bar e^2=\Big(\sum_i \sqrt{f_ic_{11,i}}\,e_i\sqrt{\frac{f_i}{c_{11,i}}}\Big)^2
\le\Big(\sum_i f_ic_{11,i}e_i^2\Big)\frac1{C_{33}}.
\]

The energy per volume, \(\tfrac12\sum_i f_ic_{11,i}e_i^2\), is therefore at least \(\tfrac12C_{33}\bar e^2\). Equality requires equal stresses \(c_{11,i}e_i\). Equal strains cost more energy unless the moduli agree.

For two layers write \(c_i=c_{11,i}\). Then \(C_{33}=c_1c_2/(f_1c_2+f_2c_1)\), and the excess of the arithmetic mean has the numerator

\[
(f_1c_1+f_2c_2)(f_1c_2+f_2c_1)-c_1c_2
=f_1f_2(c_1^2+c_2^2)+(f_1^2+f_2^2-1)c_1c_2.
\]

Since \(f_1+f_2=1\), the last bracket is \(-2f_1f_2\). Thus

\[
f_1c_1+f_2c_2-C_{33}=\frac{f_1f_2(c_1-c_2)^2}{f_1c_2+f_2c_1}.
\]

The excess is second order in the contrast. At strong contrast it is large: if \(f_2/c_2\gg f_1/c_1\), then \(C_{33}\simeq c_2/f_2\), and a thin soft layer controls the stack.

## Numbers for Si/Ge

The rough inputs are \(c_{11}=166\) GPa and \(c_{12}=64\) GPa for Si, and 129 and 48 GPa for Ge. With \(f_{\rm Si}=0.60\) and \(f_{\rm Ge}=0.40\),

\[
C_{33}=\frac{166\times129}{0.60\times129+0.40\times166}\ \text{GPa}
=148.9\ \text{GPa}.
\]

The arithmetic mean is 2.3 GPa higher. These decimals serve to compare formulas; the inputs do not determine a real stack so finely.

The 100 MPa pressure means \(\delta\sigma_z=-0.100\) GPa. Division by 166 and 129 GPa gives the two opening strains. Silicon shortens by 1.81 pm and germanium by 1.55 pm, together 3.36 pm per period. The added lateral stresses are −38.6 MPa in Si and −37.2 MPa in Ge, and \(C_{13}=56.6\) GPa.

## A different constraint: free mean in-plane stress

Now let the stack expand sideways until its mean in-plane stress change is zero. By symmetry \(\delta\varepsilon_x=\delta\varepsilon_y=e\), common to all layers, and

\[
\delta\varepsilon_{z,i}=\frac{\delta\sigma_z-2c_{12,i}e}{c_{11,i}}.
\]

Insert this in \(\delta\sigma_{x,i}=(c_{11,i}+c_{12,i})e+c_{12,i}\delta\varepsilon_{z,i}\):

\[
\delta\sigma_{x,i}=M_ie+\frac{c_{12,i}}{c_{11,i}}\delta\sigma_z,
\qquad M_i=c_{11,i}+c_{12,i}-\frac{2c_{12,i}^2}{c_{11,i}}.
\]

With \(M=\sum_i f_iM_i\), zero mean lateral stress gives \(e=-R\,\delta\sigma_z/M\). The mean normal strain is \(\delta\sigma_z/C_{33}-2Re\), so the normal Young modulus \(E_z\) obeys

\[
\frac1{E_z}=\frac1{C_{33}}+\frac{2R^2}{M}.
\]

Stability makes \(M\) positive, so \(E_z<C_{33}\) when \(R\ne0\). Here \(R=0.380\) and \(M=164.9\) GPa, which gives \(E_z=118\) GPa. For the same stack, the choice of lateral constraint matters far more than the choice between harmonic and arithmetic mean. Individual layers still carry lateral stress in this case, so the result applies away from free edges.

## How slowly must the load vary?

Let body forces along \(z\) make the stress change \(\sigma(z)\) vary, still at fixed in-plane strain. Put \(s(z)=1/c_{11}(z)\) and \(S=1/C_{33}\). With \(u(0)=0\), the actual and homogenized displacements are

\[
u=\int_0^z\sigma s\,dz',\qquad u_{\rm h}=\int_0^z\sigma S\,dz'.
\]

Define \(P(z)=\int_0^z(s-S)\,dz'\). Because \(S\) is the period average of \(s\), \(P\) is periodic and bounded. Integration by parts, with \(P(0)=0\), gives

\[
u-u_{\rm h}=\sigma(z)P(z)-\int_0^z\sigma'(z')P(z')\,dz'.
\]

The error does not accumulate from period to period under constant stress. For two layers starting at an interface, \(P\) runs linearly from zero to \(d_1(s_1-S)\) and back. Since \(s_1-S=f_2(s_1-s_2)\),

\[
P_{\max}=\max|P|=Df_1f_2|s_1-s_2|.
\]

Take \(\sigma=\sigma_0\cos(2\pi z/\lambda)\) with \(\sigma_0>0\), and evaluate the displacement at \(z=\lambda/4\). There \(\sigma=0\), the integral of \(|\sigma'|\) is \(\sigma_0\), and \(u_{\rm h}=\sigma_0S\lambda/(2\pi)\). Therefore

\[
\left|\frac{u-u_{\rm h}}{u_{\rm h}}\right|\le
\frac{2\pi D}{\lambda}\,\frac{f_1f_2|s_1-s_2|}{S}.
\]

The small parameter is \(D/\lambda\) times the compliance contrast. For \(\lambda=200\) nm the bound is 0.97%. Direct numerical integration over the layers, starting with Si, gives −0.49%. When many periods fit into \(\lambda/4\), \(P\) may be replaced by its mean, which is half its extreme value; this explains the factor of about one half. The sign is negative because the integration starts in the stiffer layer.

## Long sound waves

A longitudinal wave along \(z\) provides a second long-wavelength case, with inertia as the body force. In a layer of density \(\rho_i\), let \(v_i=\sqrt{c_i/\rho_i}\) and \(Z_i=\rho_iv_i\). At angular frequency \(\omega\) the wavenumber is \(\omega/v_i\), and the stress amplitude contains the factor \(c_i\omega/v_i=\omega Z_i\). With \(\theta_i=\omega d_i/v_i\), displacement and stress are carried across the layer by

\[
\begin{pmatrix}u\\ \sigma\end{pmatrix}_{\rm out}=
\begin{pmatrix}\cos\theta_i&\sin\theta_i/(\omega Z_i)\\
-\omega Z_i\sin\theta_i&\cos\theta_i\end{pmatrix}
\begin{pmatrix}u\\ \sigma\end{pmatrix}_{\rm in}.
\]

Both quantities are continuous at an interface, so the matrices multiply. Each has determinant one. A Bloch wave of wavenumber \(q\) gains the factor \(e^{iqD}\) per period, so the product has eigenvalues \(e^{\pm iqD}\) and trace \(2\cos qD\). With \(a=\theta_1\) and \(b=\theta_2\),

\[
\cos qD=\cos a\cos b-m\sin a\sin b,\qquad
m=\frac12\left(\frac{Z_1}{Z_2}+\frac{Z_2}{Z_1}\right).
\]

To second order in small phases this reads \((qD)^2=\Phi^2\), where \(\Phi^2=a^2+b^2+2mab\). Using \(Z_1/(Z_2v_1v_2)=\rho_1/c_2\), and the same with indices exchanged,

\[
\Phi^2=\omega^2(d_1\rho_1+d_2\rho_2)\left(\frac{d_1}{c_1}+\frac{d_2}{c_2}\right)
=\frac{\omega^2D^2\bar\rho}{C_{33}},\qquad \bar\rho=\sum_i f_i\rho_i.
\]

Thus \(\omega/q\to\sqrt{C_{33}/\bar\rho}\): masses average arithmetically and stiffnesses harmonically. Rough densities of 2.33 and 5.32 g/cm³ give \(\bar\rho=3.526\) g/cm³ and a velocity of 6.50 km/s.

The next order measures the dispersion. Write \(Q=qD\). Expanding both sides to fourth order, subtracting 1 and multiplying by −2 gives

\[
Q^2-\frac{Q^4}{12}=\Phi^2-\frac{a^4+b^4+6a^2b^2+4mab(a^2+b^2)}{12}.
\]

At this order \(Q^4\) may be replaced by

\[
\Phi^4=a^4+b^4+2a^2b^2+4mab(a^2+b^2)+4m^2a^2b^2.
\]

Most terms cancel, leaving \(Q^2=\Phi^2+(m^2-1)a^2b^2/3\). Now \(m^2-1=\tfrac14(Z_1/Z_2-Z_2/Z_1)^2\), and

\[
ab\left(\frac{Z_1}{Z_2}-\frac{Z_2}{Z_1}\right)
=\omega^2d_1d_2\frac{Z_1^2-Z_2^2}{c_1c_2}\simeq\gamma Q^2,
\qquad
\gamma=\frac{f_1f_2(Z_1^2-Z_2^2)}{\bar\rho(f_1c_2+f_2c_1)},
\]

where the last step uses \(\omega^2\simeq q^2C_{33}/\bar\rho\). Hence \(\Phi^2\simeq Q^2(1-\gamma^2Q^2/12)\), and taking the square root,

\[
\omega\simeq q\sqrt{\frac{C_{33}}{\bar\rho}}\left[1-\frac{\gamma^2(qD)^2}{24}\right].
\]

At a wavelength of 50 nm, ten periods, the leading correction is about 330 parts per million. It vanishes for equal impedances, even if the moduli differ.

## What misfit does to the layer moduli

Linear elasticity discards the dependence of stiffness on strain. Suppose a relaxed alloy buffer fixes the in-plane lattice parameter at 0.553 nm. With relaxed parameters of 0.543 nm for Si and 0.566 nm for Ge, the in-plane misfit strains are +1.84% and −2.30%. These are large enough to require an estimate.

Let \(\lambda_p,\lambda_z\) now denote stretches from the relaxed layer, and let \(\eta=(\lambda^2-1)/2\) be the corresponding Lagrangian strain. For strains along the cube axes, the energy per relaxed volume to cubic order is

\[
\begin{aligned}
W={}&\tfrac12c_{11}\sum_j\eta_j^2+c_{12}\sum_{j<k}\eta_j\eta_k
+\tfrac16C_{111}\sum_j\eta_j^3\\
&+\tfrac12C_{112}\sum_{j\ne k}\eta_j^2\eta_k+C_{123}\eta_x\eta_y\eta_z .
\end{aligned}
\]

Differentiate with respect to \(\eta_z\), then set \(\eta_x=\eta_y=\eta_p\):

\[
T=c_{11}\eta_z+2c_{12}\eta_p+\tfrac12C_{111}\eta_z^2
+C_{112}(\eta_p^2+2\eta_z\eta_p)+C_{123}\eta_p^2.
\]

Since \(d\eta_z=\lambda_zd\lambda_z\), the normal force per relaxed area is \(\lambda_zT\). The area has grown by \(\lambda_p^2\), so the true stress is \(\sigma_z=\lambda_zT/\lambda_p^2\). Before loading \(\sigma_z=0\), hence \(T=0\). The tangent modulus for a further relative thickness change is

\[
B=\lambda_z\frac{d\sigma_z}{d\lambda_z}
=\frac{\lambda_z^3}{\lambda_p^2}
\left(c_{11}+C_{111}\eta_z+2C_{112}\eta_p\right).
\]

The layers remain in series. With current thicknesses \(t_i=d_i\lambda_{z,i}\), a small load gives \(\delta t_i=t_i\,\delta\sigma_z/B_i\), so

\[
C_{33}=\frac{\sum_i t_i}{\sum_i t_i/B_i}.
\]

Rough third-order constants \((C_{111},C_{112},C_{123})\) are (−800, −450, −60) GPa for Si and (−700, −390, −20) GPa for Ge. Solving \(T=0\) numerically gives normal strains of −1.43% and +1.68%. The bracket in \(B\) is then 160.6 GPa for Si and 134.8 GPa for Ge; the geometric factors, 0.923 and 1.101, take these to

\[
B_{\rm Si}=148.3\ \text{GPa},\qquad B_{\rm Ge}=148.5\ \text{GPa}.
\]

Silicon has softened by 11% and germanium has stiffened by 15%, relative to their relaxed values. In this estimate the contrast between the layers has almost disappeared. The stack modulus barely moves, to 148.4 GPa, because the two shifts nearly cancel. The unequal strains at the start of these notes do not survive: 100 MPa would now add about −674 microstrain to each layer. With these inputs the two layer moduli stay within 2 GPa of each other for buffer parameters from that of silicon to that of germanium, but this near-equality depends on the rough constants and is not a general law. The small change in the stack modulus, by contrast, belongs to this buffer: the same estimate gives about 166 GPa on a buffer with the silicon parameter and about 128 GPa on one with the germanium parameter. These two end cases are formal: at a misfit near 4% the equilibrium critical thickness is only about 1 nm, so 2 nm of Ge on a silicon buffer or 3 nm of Si on a germanium buffer would not stay coherent. Fourth-order elasticity is left out. One gauge of this omission is to cut the energy at cubic order in a different strain measure: logarithmic or Eulerian strain lowers both layer moduli by about 0.3 or 1.7 GPa on the 0.553 nm buffer, and lowers the modulus of the strained layer by about 1 or 5–10 GPa at the end cases, where the 2 GPa near-equality need not hold.

## Use for real films

Si/Ge superlattices with layers of a few nanometres are grown on relaxed SiGe buffers, and the inputs here are typical in size. Real interfaces are mixed. If \(c_{11}\) varies linearly over 0.5 nm at each interface, numerical averaging of \(1/c_{11}\) raises the linear \(C_{33}\) by 0.3 GPa. The sign follows because \(1/c\) is convex and lies below the straight line between its end values. A rough slope of −100 ppm/K for both layers lowers \(C_{33}\) by 1.5 GPa on heating by 100 K. The stack is not strain-balanced on the 0.553 nm buffer: the linear mean in-plane stress is about 0.7 GPa in tension and vanishes near 0.551 nm, so a stack of many periods tends to relax toward that parameter, where the misfit estimate gives about 152 GPa. Misfit dislocations may also relax the individual layers; complete relaxation with the bonding intact would return the model to the linear 148.9 GPa. A sensible value for this stack on the 0.553 nm buffer is thus about 150 GPa, and a measurement of its \(C_{33}\) would be a poor way to distinguish the two means.

The fixed-strain value suits a plane sound wave along \(z\), or a static load on a film whose substrate is itself kept from changing its lateral size. A static pressure also passes into the substrate. If the substrate can expand sideways, the bonded film follows it, and the terms in \(\delta\varepsilon_x+\delta\varepsilon_y\) must be kept. If the film is free to expand sideways, the linear estimate falls to 118 GPa. Compliant interfaces also break the rule: if each of the two interfaces per period opens by \(\delta\sigma_z/K\), the term \(2/(KD)\) must be added to \(1/C_{33}\), and it grows as the period shrinks.

Numerical values quoted here were computed with a short program.
